\section*{Field-Emission Exponent and Contact Resistance of a Heavily Doped Schottky Barrier, part 1}

(Sections cited here and not found follow in the second part.)

\section{The barrier and its tunnelling exponent}

\subsection{The choice that hangs on the result}

A contact-resistance calculation for a heavily doped semiconductor must settle which exponent enters the tunnelling probability. The compact choice is $\phi_B/E_{00}$, where $\phi_B$ is the barrier height and $E_{00}$ is an energy fixed by doping, mass and permittivity. A second choice keeps the Fermi energy of the electrons in the semiconductor. For a barrier of 0.60 eV and a doping of $10^{20}\,\mathrm{cm^{-3}}$, with the silicon-like parameters used below, the two exponents are 4.82 and 4.06. The tunnelling probabilities then differ by a factor $e^{0.76}\approx2.1$, and a barrier height fitted to a resistance inherits the difference.

At zero temperature, and approximately whenever $E_{00}$ is several times the thermal energy, the compact exponent gives the leading dependence on a high barrier. It is the WKB exponent at the Fermi level when that level lies at the bulk band edge. Heavy doping moves the Fermi level into the band, and the exponent becomes smaller.

\subsection{Band profile}

The metal fills $x<0$ and an n-type semiconductor fills $x>0$. The elementary charge $q$ is positive, so an electron carries $-q$. All formulas are in SI form, with energies in joules unless a number is quoted in eV; $\epsilon$ is the absolute permittivity. Let $V(x)$ be the energy of the conduction-band edge, with its value deep in the semiconductor set to zero. The bulk Fermi level lies at $\zeta>0$. The barrier $\phi_B$ is measured upwards from the Fermi level, so at zero bias the barrier top lies at
\begin{equation}
E_b=\phi_B+\zeta .
\label{eq:top}
\end{equation}

The donors are fully ionized and uniform, with density $N$. Electrons are first assumed absent for $0<x<W$, while the region $x>W$ is neutral. This is the full-depletion model. Poisson's equation for the electrostatic potential $\Phi$ is $\Phi''=-qN/\epsilon$. The electron energy is $V=-q\Phi$ up to a constant, which reverses the sign:
\begin{equation}
\frac{d^2V}{dx^2}=\frac{q^2N}{\epsilon}\equiv 2a .
\end{equation}
Both the energy and the field vanish at the depletion edge, $V(W)=V'(W)=0$. Integrating twice from $x$ to $W$ gives
\begin{equation}
V'(x)=-2a(W-x),\qquad V(x)=a(W-x)^2 .
\label{eq:parabola}
\end{equation}
Setting $V(0)=E_b$ fixes the width and the field strength at the metal:
\begin{equation}
W=\sqrt{\frac{2\epsilon E_b}{q^2N}},\qquad
F=\frac{|V'(0)|}{q}=\frac{qNW}{\epsilon}=\frac{2E_b}{qW}.
\label{eq:width}
\end{equation}

\subsection{Decay of the wave under the barrier}

Let a principal axis of the band ellipsoid lie along the contact normal, with mass $m$ in that direction. The momentum parallel to the interface is conserved. The total energy then splits into a longitudinal part $E$ and a transverse kinetic energy, and only $E$ enters the tunnelling equation. With $u=W-x$, which increases towards the metal, that equation is
\begin{equation}
\frac{d^2\psi}{du^2}=\kappa^2\psi,\qquad
\kappa(u)=\frac{\sqrt{2m[V(u)-E]}}{\hbar},\qquad V=au^2 .
\end{equation}
Write $\psi=e^S$. Substitution gives $S''+(S')^2=\kappa^2$. If $\kappa$ varies slowly, the decaying solution has $S'\approx-\kappa$. To find the next term, put $S'=-\kappa+s$ and keep the first power of $s$, dropping $s'$:
\begin{equation}
-\kappa'+\kappa^2-2\kappa s=\kappa^2
\quad\Longrightarrow\quad s=-\frac{\kappa'}{2\kappa}.
\end{equation}
This term integrates to $-\frac12\ln\kappa$, so
\begin{equation}
\psi\propto\kappa^{-1/2}\exp\left(-\int\kappa\,du\right).
\end{equation}
The squared amplitude contains the exponential factor $e^{-b}$ with
\begin{equation}
b(E)=2\int_{u_1}^{W}\kappa\,du,\qquad u_1=\sqrt{E/a}.
\label{eq:wkb}
\end{equation}
The point $u_1$ is the classical turning point, where $V=E$. The model takes the transmission to be $T(E)=e^{-b(E)}$ and sets the remaining algebraic factor to one. That factor depends on the metal and on the matching at the interface. It does not alter the leading exponent, but it does affect the resistance.

\subsection{Evaluation and identification of $E_{00}$}

It is convenient to use the band energy $V$ itself as the integration variable. From $V=au^2$ one has $u=\sqrt{V/a}$ and $du=dV/(2\sqrt{aV})$. Equation~\eqref{eq:wkb} becomes
\begin{align}
b(E)&=\frac{2\sqrt{2m}}{\hbar}\int_E^{E_b}
\frac{\sqrt{V-E}}{2\sqrt{aV}}\,dV \notag\\
&=\frac{1}{\hbar}\sqrt{\frac{2m}{a}}
\int_E^{E_b}\sqrt{\frac{V-E}{V}}\,dV .
\end{align}
The factor in front is an inverse energy. Inserting $a=q^2N/(2\epsilon)$ gives
\begin{equation}
\frac{1}{\hbar}\sqrt{\frac{2m}{a}}
=\frac{1}{\hbar}\sqrt{\frac{4m\epsilon}{q^2N}}
=\frac{2}{q\hbar}\sqrt{\frac{m\epsilon}{N}}
\equiv\frac{1}{E_{00}},
\end{equation}
and therefore
\begin{equation}
\boxed{E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\epsilon}}},\qquad
b(E)=\frac{1}{E_{00}}\int_E^{E_b}\sqrt{\frac{V-E}{V}}\,dV .
\label{eq:e00}
\end{equation}

The origin of each dependence can be read from the barrier. At fixed $E_b$ its width scales as $\sqrt{\epsilon/N}$, while the decay rate scales as $\sqrt m$. Their product gives $1/E_{00}\propto\sqrt{m\epsilon/N}$. Four times the doping doubles $E_{00}$ and halves the compact exponent at fixed $\phi_B$. One may also write $a=m\omega^2/2$, which gives $\omega^2=q^2N/(m\epsilon)$ and $E_{00}=\hbar\omega/2$. Thus $E_{00}$ is half the plasma energy computed with the tunnelling mass and the permittivity of the semiconductor.

To integrate, set $V=E\cosh^2t$. Then $dV=2E\cosh t\sinh t\,dt$ and $\sqrt{(V-E)/V}=\sinh t/\cosh t$. The upper limit satisfies $\cosh t_b=\sqrt{E_b/E}$, so
\begin{align}
\int_E^{E_b}\sqrt{\frac{V-E}{V}}\,dV
&=E\int_0^{t_b}2\sinh^2t\,dt
=E\int_0^{t_b}(\cosh2t-1)\,dt \notag\\
&=E(\sinh t_b\cosh t_b-t_b).
\end{align}
Since $\sinh t_b=\sqrt{(E_b-E)/E}$, the exponent is
\begin{equation}
b(E)=\frac{1}{E_{00}}\left[\sqrt{E_b(E_b-E)}
-E\,\operatorname{arccosh}\sqrt{\frac{E_b}{E}}\right].
\label{eq:b}
\end{equation}
As $E\to0$, the second term vanishes because $E\ln(1/E)\to0$. Hence $b(0)=E_b/E_{00}$. If the Fermi level also lies at the band edge, then $E_b=\phi_B$ and the compact exponent follows.

\subsection{The Fermi level inside the band}

Electrons at the bulk Fermi level with no transverse energy have $E=\zeta$. Substituting this value and \eqref{eq:top} into \eqref{eq:b} gives
\begin{equation}
b_F\equiv b(\zeta)=\frac{
\sqrt{\phi_B(\phi_B+\zeta)}-\zeta\,\operatorname{arccosh}\sqrt{1+\phi_B/\zeta}}
{E_{00}} .
\label{eq:bf}
\end{equation}
The integral in \eqref{eq:e00} shows the sign of the change. For $E=\zeta$ the integration range has length $\phi_B$, and the integrand is below one for $\zeta>0$. Therefore $b_F<\phi_B/E_{00}$ within this model. The electron meets a barrier of the same height above its energy, but on a steeper part of the parabola, so the barrier is thinner.

For $\delta=\zeta/\phi_B\ll1$, the two pieces of \eqref{eq:bf} expand as
\begin{align}
\sqrt{\phi_B(\phi_B+\zeta)}&=\phi_B+\frac{\zeta}{2}
-\frac{\zeta^2}{8\phi_B}+\cdots,\\
\operatorname{arccosh}\sqrt{1+1/\delta}
&=\ln\frac{1+\sqrt{1+\delta}}{\sqrt\delta}
=\frac12\ln\frac4\delta+\frac\delta4+\cdots .
\end{align}
The second line uses $\operatorname{arccosh}z=\ln(z+\sqrt{z^2-1})$. Multiplying it by $\zeta$ and subtracting gives
\begin{equation}
E_{00}b_F=\phi_B-\frac{\zeta}{2}\left(\ln\frac{4\phi_B}{\zeta}-1\right)
-\frac{3\zeta^2}{8\phi_B}+\cdots .
\label{eq:expansion}
\end{equation}
The ratio $b_F/(\phi_B/E_{00})$ tends to one for a high barrier at fixed doping, but the difference of the exponents does not tend to zero. To the order of the logarithmic term,
\begin{equation}
e^{-b_F}\approx e^{-\phi_B/E_{00}}
\left(\frac{4\phi_B}{e\,\zeta}\right)^{\zeta/(2E_{00})},
\end{equation}
where $e$ inside the bracket is the base of natural logarithms. The Fermi energy thus supplies a power of the barrier height beside the leading exponential.

The Fermi energy follows from the doping. A valley with masses $m_x,m_y,m_z$ has a Fermi ellipsoid whose semi-axes are $\sqrt{2m_i\zeta}/\hbar$. Its volume, two spin states and a density $(2\pi)^{-3}$ in wavevector space give $(2m_d\zeta)^{3/2}/(3\pi^2\hbar^3)$ electrons per unit volume, with $m_d=(m_xm_ym_z)^{1/3}$. For $g$ equivalent valleys at zero temperature,
\begin{equation}
\zeta=\frac{\hbar^2}{2m_d}\left(\frac{3\pi^2N}{g}\right)^{2/3}.
\label{eq:zeta}
\end{equation}
The tunnelling mass $m$ and the density-of-states mass $m_d$ have different roles and should be separate inputs. Since $\zeta\propto N^{2/3}$ and $E_{00}\propto N^{1/2}$, the ratio $\zeta/E_{00}$ grows as $N^{1/6}$.

\subsection{Values for a silicon-like contact}

The example takes $\phi_B=0.60$ eV, $N=10^{20}\,\mathrm{cm^{-3}}$ and relative permittivity 11.7. The band has six valleys with masses 0.92, 0.19 and 0.19 in units of the free-electron mass $m_e$. These are rough typical values for a metal silicide on n-type (100) silicon. Four valleys present the light mass, $m=0.19\,m_e$, to the contact normal, and they carry the reference current. With $N=10^{26}\,\mathrm{m^{-3}}$,
\begin{equation}
\frac{E_{00}}{q}=\frac{\hbar}{2}
\sqrt{\frac{10^{26}\,\mathrm{m^{-3}}}{0.19\,m_e\times11.7\,\epsilon_0}}
=0.1245\ \mathrm{V}.
\end{equation}
The density-of-states mass is $0.321\,m_e$, and \eqref{eq:zeta} gives $\zeta=0.0740$ eV. The barrier top lies at 0.674 eV, the depletion width is 2.95 nm, and $F=2(0.674\ \mathrm V)/(2.95\ \mathrm{nm})=4.57$ MV/cm. The two exponents are
\begin{align}
\phi_B/E_{00}&=0.60/0.1245=4.82,\\
b_F&=\frac{0.636-0.0740\times1.769}{0.1245}=4.06 .
\end{align}

\subsection{Accuracy of the exponent}

The WKB expansion requires $|s|\ll\kappa$. Using $dV/du=2\sqrt{aV}$ and $E_{00}=\hbar\sqrt{a/(2m)}$, the ratio is
\begin{equation}
\frac{|s|}{\kappa}=\frac{|\kappa'|}{2\kappa^2}
=\frac{E_{00}\sqrt V}{2(V-E)^{3/2}} .
\end{equation}
At the metal and at the Fermi energy this equals 0.11 in the example. It diverges at the turning point, so the local expansion fails there. The exponential law needs $E_{00}\ll\phi_B$, and an exponent near four leaves the algebraic factor important.

The decay law was compared with a numerical solution of the Schr\"odinger equation. The dopings were $10^{20}/64$ and $10^{20}/256\,\mathrm{cm^{-3}}$, with $E=0.0740$ eV and $E_b=0.674$ eV held fixed. The metal was a free-electron band with its Fermi level 5 eV above its bottom. The change of $-\ln T$ divided by the change of $1/E_{00}$ was 0.5052 eV, while \eqref{eq:b} gives 0.5050 eV. This comparison isolates the exponent from a nearly constant prefactor.

The full-depletion profile also needs correction near its edge. Where $V<\zeta$, electrons remain. In the Thomas--Fermi approximation their density is $N(1-V/\zeta)^{3/2}$, so
\begin{equation}
V''=2a\left[1-(1-V/\zeta)^{3/2}\right]\qquad(V<\zeta).
\end{equation}
Multiply by $V'$ and integrate from the neutral bulk, where $V=V'=0$:
\begin{equation}
(V')^2=4a\left\{V-\frac{2\zeta}{5}
\left[1-(1-V/\zeta)^{5/2}\right]\right\}.
\end{equation}
For $V\ge\zeta$ the electrons are absent and $(V')^2=4a(V-2\zeta/5)$. With $|dx|=dV/|V'|$, the exponent at the Fermi energy becomes
\begin{equation}
b_F^{\rm TF}=\frac{1}{E_{00}}\int_\zeta^{E_b}
\sqrt{\frac{V-\zeta}{V-2\zeta/5}}\,dV .
\end{equation}
The shift $V=V_1+2\zeta/5$ restores the earlier integral, with lower limit $3\zeta/5$ and upper limit $\phi_B+3\zeta/5$. Thus $b_F^{\rm TF}$ is \eqref{eq:bf} with $\zeta$ replaced by $3\zeta/5$. The residual electrons cancel part of the donor charge, which weakens the field and thickens the barrier. In the example the exponent rises from 4.06 to 4.28.

\section{From the exponent to the contact resistance}

\subsection{Quantities carried forward}

The barrier $\phi_B$ is measured from the Fermi level, and $\zeta$ is the bulk Fermi energy above the conduction-band edge. At zero bias the barrier top is $E_b=\phi_B+\zeta$. The longitudinal energy $E$ is measured from the bulk band edge. For doping $N$, mass $m$ along the normal and permittivity $\epsilon$, the first half gave
\begin{equation}
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\epsilon}},\qquad
b(E)=\frac{1}{E_{00}}\int_E^{E_b}\sqrt{\frac{V-E}{V}}\,dV,
\label{eq:restate}
\end{equation}
and $T(E)=e^{-b(E)}$ below the barrier top. The exponent at the Fermi level is $b_F=b(\zeta)$. The example has $E_{00}=0.1245$ eV, $\zeta=0.0740$ eV and $b_F=4.06$. The full-depletion barrier is used again here.

\subsection{Current per unit area}

A forward bias $U>0$ makes the metal positive relative to the semiconductor. Electrons then flow into the metal, and the conventional current density $J$ is positive from metal to semiconductor. On the energy scale fixed to the semiconductor band edge, the metal Fermi level is at $\zeta-qU$. The barrier top moves to $\phi_B+\zeta-qU$.

For one transverse wavevector, electrons in $dk_x$ contribute a flux $v_x\,dk_x/(2\pi)$. Since $v_x=\hbar^{-1}dE/dk_x$, this flux is $dE/h$, with $h=2\pi\hbar$. Two spin states give the factor $2q/h$ in the current. In equilibrium the opposing currents cancel at each energy and transverse wavevector, so the same transmission applies in both directions. The metal is assumed to have a state available for each transverse wavevector that contributes.

The transverse energy is
\begin{equation}
\varepsilon_t=\frac{\hbar^2k_y^2}{2m_y}+\frac{\hbar^2k_z^2}{2m_z}.
\end{equation}
The ellipse below a given $\varepsilon_t$ has area $2\pi\sqrt{m_ym_z}\,\varepsilon_t/\hbar^2$. Division by $(2\pi)^2$ and differentiation with respect to $\varepsilon_t$ give a density $m_t/(2\pi\hbar^2)$ per unit contact area and energy, with $m_t=\sqrt{m_ym_z}$ and spin excluded. Hence
\begin{equation}
J=\frac{q m_t}{2\pi^2\hbar^3}
\int_0^\infty dE\,T(E,U)\int_0^\infty d\varepsilon_t\,
(f_s-f_m).
\label{eq:current}
\end{equation}
The prefactor is the product $(2q/h)\,m_t/(2\pi\hbar^2)$. With $f_0(y)=[1+\exp(y/kT)]^{-1}$, the occupations are
\begin{equation}
f_s=f_0(E+\varepsilon_t-\zeta),\qquad
f_m=f_0(E+\varepsilon_t-\zeta+qU).
\end{equation}
In the product $kT$, the symbol $T$ denotes the absolute temperature and $k$ Boltzmann's constant; $T(E)$ denotes transmission.

The tunnelling exponent at the Fermi level is now known, and it is smaller than $\phi_B/E_{00}$ when that level lies inside the band; the current density at a bias $U$ has also been written down. It remains to obtain the contact resistance from that current at zero bias, and to find how it depends on barrier height, doping, temperature and effects outside the model.
